# Cost of Pole Expansion and Selected Inversion under Nested Dissection

**Question.** A Hamiltonian $H$ and overlap $S$ in local orbitals on an $L^d$ lattice with open boundaries are real, symmetric and short-ranged, and $S$ is positive definite. At temperature $1/\beta$ the electron number and band energy are wanted without diagonalization and without assuming a gap. How does the work grow with the number of sites $N=L^d$ for $d=1,2,3$ and with $\beta$, and how large is it?

**Answer.**

### What has to be computed

Let $HC=SC\varepsilon$ with $C^TSC=1$, and $x=\varepsilon-\mu$ with $\mu$ given and $|x|\le\Delta E$, $\Delta E$ independent of $N$. The density matrix per spin is $\rho=Cf(x)C^T$, $f(x)=1/(1+e^{\beta x})$. Then $N_e=2\sum_{ij}\rho_{ij}S_{ij}$ and $E=2\sum_{ij}\rho_{ij}H_{ij}$ need $\rho_{ij}$ just where $H_{ij}$ or $S_{ij}$ is nonzero. From $S=C^{-T}C^{-1}$ and $H=C^{-T}\varepsilon C^{-1}$,
$$A(z)=zS-H+\mu S=C^{-T}(z-x)C^{-1},\qquad G(z)=A^{-1}=C(z-x)^{-1}C^T .$$
A rational approximation of $f$ with $P$ poles therefore turns $\rho$ into a sum of $P$ matrices $G(z_l)$, and the cost is $P$ times the cost of the needed entries of one inverse.

### Selected inversion

$A$ is complex symmetric. Factor $A=\mathsf L D\mathsf L^T$ with $\mathsf L$ unit lower triangular and pivots $d_j$. The ordering must be free to serve sparsity, so the factorization has to exist without pivoting. Let $A_j$ be the leading $j\times j$ block and $\lambda$ the smallest eigenvalue of $S$. Since $v^\dagger Hv$ and $v^\dagger Sv$ are real, $\|v\|\,\|A_jv\|\ge|v^\dagger A_jv|\ge|\mathrm{Im}\,z|\,\lambda\|v\|^2$, so $\|A_j^{-1}\|\le1/(|\mathrm{Im}\,z|\lambda)$. With $d_j=\det A_j/\det A_{j-1}=1/(A_j^{-1})_{jj}$ this gives $|d_j|\ge|\mathrm{Im}\,z|\,\lambda$. The bound excludes zero pivots; it is not a bound on rounding error.

Let $C_j$ be the set of rows $i>j$ with $\mathsf L_{ij}\ne0$, $c_j$ its size, $l_j$ the vector of those entries. From $G=\mathsf L^{-T}D^{-1}\mathsf L^{-1}$ follows $G\mathsf L=\mathsf L^{-T}D^{-1}$, which is upper triangular with diagonal $1/d_j$. Element $(i,j)$ of the left side is $G_{ij}+\sum_{k\in C_j}G_{ik}\mathsf L_{kj}$; setting it to $0$ for $i\in C_j$ and to $1/d_j$ for $i=j$, and using $G=G^T$,
$$G_{C_j,j}=-G_{C_j,C_j}\,l_j,\qquad G_{jj}=1/d_j-l_j^T\,G_{C_j,j}.$$
Run from $j=N$ down to $1$, this closes on the pattern of $\mathsf L+\mathsf L^T$. Eliminating $j$ updates $A_{ik}\to A_{ik}-A_{ij}A_{jk}/d_j$ for all $i,k\in C_j$, so every pair in $C_j$ is on the pattern (entries that cancel by accident are kept), and both indices exceed $j$, so the block $G_{C_j,C_j}$ is already known. The pattern contains that of $A$.

Column $j$ costs $c_j^2+c_j$ complex multiply-adds in the inversion and $c_j(c_j+1)/2$ in the symmetric update. With
$$W=\sum_jc_j^2,\qquad F=\sum_jc_j,$$
one pole costs $\tfrac32(W+F)$ multiply-adds plus $F+N$ divisions ($F$ for the entries of $\mathsf L$, $N$ for the reciprocals $1/d_j$), and the storage is of order $F+N$. In tests on disordered lattices with 63, 225 and 343 sites ($d=1,2,3$), the recursion read no entry off the pattern, the pivots obeyed the bound, and the entries matched the dense inverse, with absolute differences below $5\times10^{-14}$.

### Which entries fill

Treat sites as vertices and couplings as edges. After sites $1,\dots,j$ are eliminated, two remaining sites are coupled if and only if the original graph has a path between them with interior in $\{1,\dots,j\}$. This holds for $j=0$. Eliminating $j+1$ newly couples $u,v$ when both are coupled to $j+1$, and joining the two paths gives a path with interior in $\{1,\dots,j+1\}$. Conversely a simple path that visits $j+1$ splits there into two paths of the old kind. Hence $i\in C_j$ when a path runs from $j$ to $i>j$ through sites numbered below $j$, and not otherwise.

In lexicographic order the eliminated region is connected and touches the next $L^{d-1}$ sites, so $c_j\approx L^{d-1}$ and $W\approx L^{3d-2}$, which is $N^2$ for $d=2$ and $N^{7/3}$ for $d=3$. Elimination on a $255^2$ lattice gives $W/L^4=0.995$.

Nested dissection keeps the eliminated regions disconnected. Take nearest-neighbour couplings, one orbital per site and $L=2^J-1$. Cut the box through the middle of its longest axis (ties resolved in the fixed order $x,y,z$) by a separator (a point, line or plane of $s$ sites), number the separator after both halves, and repeat in each half. Let the box have $b$ neighbours outside it; they lie on earlier cuts and carry higher numbers. Of these, $e$ touch the box at separator sites alone. For the $p$-th separator site, $p=0,\dots,s-1$, an allowed path stays inside the box, so it can end on one of the $s-1-p$ later separator sites or on an outer neighbour. Each half is a connected box adjacent to every separator site, so all later separator sites and the $b-e$ neighbours of the halves are reached. Therefore
$$s-1-p+b-e\;\le\;c\;\le\;s-1-p+b .$$
A final single-site box has $c=b$. Summing $c^2$ or $c$ over all boxes gives two-sided bounds on $W$ and $F$. Graph elimination on eleven lattices of up to $2.6\times10^5$ sites was tested against them; at $L=511$, $d=2$ the bounds are $0.992W$ and $1.007W$.

### The exponents

Level $\ell$ holds $2^{d\ell}$ cubes of side $n\approx L/2^\ell$, each reduced to $2^d$ cubes by $2^d-1$ separators with $s,b\le\text{const}\cdot n^{d-1}$. A separator adds at most $s(b+s)^2\propto n^{3(d-1)}$ to $W$ and $s(b+s)\propto n^{2(d-1)}$ to $F$. Since $2^{d\ell}2^{-3(d-1)\ell}=2^{(3-2d)\ell}$ and $2^{d\ell}2^{-2(d-1)\ell}=2^{(2-d)\ell}$,
$$W\lesssim L^{3(d-1)}\sum_{\ell=0}^{J-1}2^{(3-2d)\ell},\qquad F\lesssim L^{2(d-1)}\sum_{\ell=0}^{J-1}2^{(2-d)\ell}.$$
For $d=1$ the ratio is $2$, the smallest boxes dominate and both sums are of order $2^J\sim N$. For $d=2$ and $3$ the ratios in $W$ are $1/2$ and $1/8$, the sum converges, and $W\lesssim L^3=N^{3/2}$ and $L^6=N^2$. These powers are attained: the first separator has $b=0$, so $c=s-1,\dots,0$ and it adds $\sum c^2\approx L^{3(d-1)}/3$, the cost of a dense matrix of dimension $L^{d-1}$. In $F$ the ratio is $1$ for $d=2$, giving $L^2\log_2L$, and $1/2$ for $d=3$, giving $L^4=N^{4/3}$; each separator contributes at least $s(s-1)/2$, which makes these orders two-sided as well. The statements concern this ordering; no lower bound over all orderings is shown. In $d=2,3$, $F/W\to0$ and a pole costs $\tfrac32W$ at leading order.

### The prefactors

For $d=1$, $s=1$, $e=0$, and the bounds coincide: $c$ is the number of box ends that border a cut. Level $0$ has $c=0$; level $\ell\ge1$ has two end boxes with $c=1$ and $2^\ell-2$ with $c=2$. Using $\sum_{\ell=1}^{J-1}2^\ell=2^J-2=N-1$,
$$W=\sum_{\ell=1}^{J-1}\left(4\cdot2^\ell-6\right)=4N-4-6(J-1),\qquad F=2N-2-2(J-1).$$
For $N=1023$, $J=10$: $W=4092-4-54=4034$, as elimination gives.

For $d\ge2$, $e\propto n^{d-2}$ is subleading and a separator costs $\varphi(b,s)=[(b+s)^3-b^3]/3$. In $d=2$ measure lengths in units of $n$, and let $f_x,f_y\in\{0,1,2\}$ count the bordered faces normal to each axis. The first cut has $s=1$, $b=f_x+f_y$, and $\varphi(b,1)=(3b^2+3b+1)/3$. A cut turns $f$ into the pair $(1,1)$, $(1,2)$ or $(2,2)$ for $f=0,1,2$. A half with $g$ bordered long faces is cut with $s=\tfrac12$, $b=g+f_y/2$, and $\varphi(b,\tfrac12)=\varphi(2b,1)/8$, which is $19,37,61,91,127$ over $24$ for $b=1,\tfrac32,2,\tfrac52,3$. The level costs $\gamma_{f_xf_y}$, in units of $n^3/24$, are
$$\gamma_{00}=8+2\cdot19=46,\quad\gamma_{11}=152+37+91=280,\quad\gamma_{12}=296+61+127=484,$$
$$\gamma_{21}=296+2\cdot91=478,\quad\gamma_{22}=488+2\cdot127=742 .$$
Write the total for a box as $a_{f_xf_y}n^3$; each of the four children has side $n/2$ and weight $1/8$. Then $a_{22}=\tfrac{371}{12}+\tfrac48a_{22}=\tfrac{371}6$. Next $a_{12}=\tfrac{121}6+\tfrac28a_{12}+\tfrac28a_{22}$ gives $a_{12}=\tfrac43\cdot\tfrac{855}{24}=\tfrac{95}2$, and likewise $a_{21}=\tfrac43\cdot\tfrac{849}{24}=\tfrac{283}6$. Then $\tfrac78a_{11}=\tfrac{35}3+\tfrac18\cdot\tfrac{313}2=\tfrac{1499}{48}$, so $a_{11}=\tfrac{1499}{42}$, and
$$a_2\equiv a_{00}=\tfrac{23}{12}+\tfrac48a_{11}=\tfrac{415}{21}=19.76 .$$
This value belongs to the fixed tie rule; since $\gamma_{12}\ne\gamma_{21}$, cutting along the cheaper axis at each tie gives $829/42=19.74$ instead. The same triangular system in $d=3$, with weight $1/64$ per child, gives $a_3=6.97$, and with $[(b+s)^2-b^2]/2$ in place of $\varphi$ and weight $1/16$ per child (this cost scales as $n^4$) it gives $F\approx12.75L^4$. In $d=2$ an interior box adds $\tfrac92+2\cdot\tfrac{13}8=\tfrac{31}4$ times $n^2$ to $F$; boxes at the outer surface are a fraction of order $2^{-\ell}$, so $F=\tfrac{31}4L^2\log_2L+O(L^2)$. Both finite-size bounds were tested against these four limits at $L\approx2^{30}$. The dense first separator fixes the exponent but supplies $0.33$ of $19.76$; level $0$ supplies $1.92$ and level $1$ supplies $\tfrac48\cdot\tfrac{35}3=5.83$, because smaller separators carry long borders.

The limits are approached slowly. A box at level $\ell$ has side $(L+1)/2^\ell-1$, so its cost has a relative correction of order $2^\ell/L$. In $d=2$ each level then shifts $W$ by order $L^2$, a relative correction of order $\log L/L$; in $d=3$ the shifts are $L^52^{-2\ell}$ and sum to order $1/L$. The counts follow this. For $d=2$, $L(1-W/a_2L^3)=19.5,\,25.5,\,31.7,\,38.2$ at $L=63$ to $511$, rising by about six per doubling; for $d=3$ the analogue is $4.3,\,6.0,\,7.3,\,8.2$ at $L=7$ to $63$, with shrinking steps. As $W$ rises toward its limit from below, the local exponents $\Delta\ln W/\Delta\ln N$ lie above the asymptotic ones: $1.60,1.57,1.54$ and $2.19,2.11,2.06$. For storage, $F/(L^2\log_2L)$ is about $4.6$ at $L=511$, far from $7.75$, but the step in $F/4^J$, from which the $O(L^2)$ term drops at leading order, is $41.58-34.10=7.48$.

### More orbitals and longer range

With $m$ orbitals per site and dense blocks, a site with count $c$ yields columns with counts $mc+\alpha$, $\alpha=0,\dots,m-1$, so $W_m=m^3W+m^2(m-1)F+Nm(m-1)(2m-1)/6$. For $m=3$, $L=63$, $d=2$ this is $W_m/W=27+0.430+0.006=27.436$, as found. For range $r$ along each axis, group $r^d$ sites into a cell and treat blocks as dense: $L/r$ cells per side, $mr^d$ orbitals each, coupled to adjacent cells including diagonal ones. Diagonal couplings add outer neighbours at edges and corners, of order $n^{d-2}$, which is subleading; in $d=2$ the measured increase of $W$ falls from 16% at $L=63$ to 6% at $L=255$. At leading order in $L/r$, for $d=2,3$,
$$W\lesssim a_d(mr^d)^3(L/r)^{3(d-1)}=a_d\,m^3r^3L^{3(d-1)},$$
and in $d=1$ the order is $(mr)^3L/r$. A wire or slab of fixed cross-section or thickness is the case $d=1$ or $2$ with large $m$. When $r$ approaches $L$, as for unscreened nonlocal couplings, the separator is the whole system and the cubic cost returns.

### The number of poles

Write $f=\tfrac12-\tfrac12\tanh(\beta x/2)$. The function $\tanh y$ has simple poles of unit residue at $\pm i(n+\tfrac12)\pi$ and is bounded away from them, so $\tanh y=\sum_{n\ge0}2y/[y^2+(n+\tfrac12)^2\pi^2]$. With $y=\beta x/2$ and $\omega_n=(2n+1)\pi/\beta$,
$$f=\tfrac12-\tfrac12xg,\qquad g=\frac{\tanh(\beta x/2)}{x}=\frac4\beta\sum_{n\ge0}\frac1{x^2+\omega_n^2}.$$
Keeping $P$ terms is the Matsubara expansion. For $\omega_P\gg\Delta E$ its error at $x=\Delta E$ is $(2\Delta E/\beta)(\beta/\pi)^2\sum_{n\ge P}(2n+1)^{-2}\approx\beta\Delta E/(2\pi^2P)$, which the explicit sum confirms ($5.07\times10^{-5}$ at $\beta\Delta E=100$, $P=10^5$). Its $P$ is linear in $\beta$ and in $1/\epsilon$, with $\epsilon$ the tolerated absolute error in $f$.

A contour does better. In $u=x^2+\omega_0^2$ the poles of $g$ lie at $u=-c_n$, $c_n=\omega_n^2-\omega_0^2\ge0$, and the spectrum in $[u_-,u_+]=[\omega_0^2,\Delta E^2+\omega_0^2]$. Let $R=\sqrt{u_+/u_-}=\sqrt{1+(\beta\Delta E/\pi)^2}$, $k=(R-1)/(R+1)$, and
$$u(\tau)=u_-R\,\frac{1/k+\mathrm{sn}\,\tau}{1/k-\mathrm{sn}\,\tau},\qquad u'(\tau)=u_-R\,\frac{(2/k)\,\mathrm{cn}\,\tau\,\mathrm{dn}\,\tau}{(1/k-\mathrm{sn}\,\tau)^2}.$$
The standard properties used are these: $\mathrm{sn}$ of modulus $k$ has periods $4K$ and $2iK'$, takes each value twice per cell, obeys $\mathrm{sn}(\tau+iK')=1/(k\,\mathrm{sn}\,\tau)$ and $\mathrm{sn}(2K-\tau)=\mathrm{sn}\,\tau$, and maps $|\mathrm{Re}\,\tau|<K$, $0<\mathrm{Im}\,\tau<K'$ onto the upper half-plane. On real $\tau$, $\mathrm{sn}$ sweeps $[-1,1]$ twice, and since $(1-k)/(1+k)=1/R$, $u$ sweeps $[u_-,u_+]$ twice. On $\mathrm{Im}\,\tau=K'$, with $\sigma=\mathrm{sn}(\mathrm{Re}\,\tau)$, $u=u_-R(\sigma+1)/(\sigma-1)$ sweeps the negative axis twice. The line $\tau=\theta+iK'/2$ lies midway. For $-K<\theta<K$, $u$ runs through the upper half-plane from a point in $(0,u_-)$ to one beyond $u_+$; for $K<\theta<3K$ it returns along the conjugate path, because $u(2K-\bar\tau)=\overline{u(\tau)}$ and $u'(2K-\bar\tau)=-\overline{u'(\tau)}$. The loop is clockwise, so for $u_0=x^2+\omega_0^2$ Cauchy's formula reads
$$g(u_0)=-\frac1{2\pi i}\int_{-K}^{3K}\frac{g\,u'\,d\theta}{u-u_0}=-\frac1\pi\,\mathrm{Im}\int_{-K}^{K}\frac{g\,u'\,d\theta}{u-u_0},$$
since the second half is minus the conjugate of the first and $I-\bar I=2i\,\mathrm{Im}\,I$. Take midpoints $\theta_j=-K+(j-\tfrac12)2K/Q$, $j=1,\dots,Q$, with weight $2K/Q$; with their mirror images they form $2Q$ equally spaced points on the period. Set $z_j^2=u_j-\omega_0^2$, so $u_j-u_0=z_j^2-x^2$, and use $x/(z^2-x^2)=\tfrac12[1/(z-x)+1/(-z-x)]$. The factors $-\tfrac12$, $-\tfrac1\pi$, $\tfrac{2K}Q$, $\tfrac12$ combine to
$$f\approx\tfrac12+\mathrm{Im}\sum_{j=1}^Qw_j\left[\frac1{z_j-x}+\frac1{-z_j-x}\right],\qquad w_j=\frac{K\,u'_j}{2\pi Q}\frac{\tanh(\beta z_j/2)}{z_j}.$$
As $C$ is real and $CC^T=S^{-1}$, $\rho\approx\tfrac12S^{-1}+\mathrm{Im}\sum_jw_j[G(z_j)+G(-z_j)]$: $P=2Q$ complex inversions and one real one. Each $u_j$ has $\mathrm{Im}\,u_j>0$, so $z_j$ is not real and the pivot bound applies.

For the error, take one term of $g$:
$$\frac{u'}{(u+c_n)(u-u_0)}=r_n\left[\frac{u'}{u-u_0}-\frac{u'}{u+c_n}\right],\qquad r_n=\frac1{u_0+c_n}=\frac1{x^2+\omega_n^2}.$$
Each fraction is a logarithmic derivative, with residue $1$ at each zero of its denominator; the poles at $u=\infty$ cancel in the difference. The term is doubly periodic, with two poles (counted with multiplicity) of residue $\pm r_n$ per period on every row $\mathrm{Im}\,\tau=0,\pm K',\pm2K',\dots$, that is at distances $(2p+1)K'/2$ above and below the line. A rule with $2Q$ equally spaced points sums $e^{2\pi i\nu\theta/4K}$ to zero unless $\nu=2Q\eta$ with integer $\eta$, so its error is bounded by $4K$ times the sum of the moduli of the Fourier coefficients with $\eta\ne0$. Each coefficient is evaluated by moving the line in the direction in which the exponential decays; a pole at distance $a$ contributes $2\pi r_ne^{-2\pi|\nu|a/4K}$ in modulus to $4K$ times the coefficient, and for $a=(2p+1)K'/2$ the exponential is $q^{|\eta|(2p+1)}$ with
$$q=e^{-\varrho Q},\qquad\varrho=\frac{\pi K'}{2K}.$$
Two directions, two poles per row and the prefactor $1/2\pi$ give an error of at most $4r_n\Sigma$, with $\Sigma=\sum_pq^{2p+1}/(1-q^{2p+1})\le q/[(1-q)(1-q^2)]$. Summing over $n$ with $4/\beta$ gives $|\delta g|\le4g\Sigma$, and $|x|g\le1$ gives
$$|\delta f|\le\frac{2q}{(1-q)(1-q^2)}.$$
For $\beta\Delta E\gg1$, $k'^2=1-k^2=4R/(R+1)^2\approx4/R$, so $K'\to\pi/2$ and $K\approx\ln(4/k')=\tfrac12\ln4R$. With $R\approx\beta\Delta E/\pi$ and $2q=\epsilon$,
$$\varrho\approx\frac{\pi^2}{2\ln(4\beta\Delta E/\pi)},\qquad P\approx\frac4{\pi^2}\ln\frac{4\beta\Delta E}\pi\,\ln\frac2\epsilon .$$
The logarithm reflects the geometry: the region between spectrum and Matsubara poles is a strip of width near $\pi/2$ whose length $4K$ grows as the logarithm of the ratio of the two scales $\Delta E$ and $\pi/\beta$. The variable is $\beta\Delta E$, so a basis whose spectral width grows, such as a grid with $\Delta E\propto h^{-2}$, adds a term in $\ln(1/h)$, and $P$ from this contour diverges logarithmically as $T\to0$.

For $\epsilon=10^{-6}$ and $\beta\Delta E=10^2,\dots,10^6$ the smallest $P$ that meets $\epsilon$ on a grid of 3000 energies is $30,42,56,70,82$; the bound asks for $30,44,56,70,84$. The error was tested against the bound at every $Q\ge2$ up to these values, and at the last $Q$ it is $1.5q$ to $1.6q$, so the constant $2$ exceeds the observed one by a factor of about $1.2$ to $1.3$. The fitted slope is $13.2$ poles per decade against $(4/\pi^2)\ln10\,\ln(2/\epsilon)=13.5$. The asymptotic formula is not itself a bound, since $Q$ must be rounded up: it gives $28.5$ where $30$ is needed.

### Worked example and sizes

Take a $15\times15$ lattice with round model parameters: hopping $-1$ eV, overlap $0.1$ between neighbours, site energies random in $\pm0.5$ eV, $\mu=0.2$ eV, $T=300$ K. The levels run from $-2.84$ to $6.56$ eV, so $\Delta E=10$ eV encloses them, and the level nearest $\mu$ is $0.015$ eV away, less than $k_BT=0.02585$ eV. Then $\beta\Delta E=10/0.02585=386.8$, and $\varrho=\pi\cdot1.5836/(2\cdot3.1250)=0.796$. For $\epsilon=10^{-6}$, $\ln(2\times10^6)/0.796=14.51/0.796=18.2$, so $Q=19$, $P=38$, and the bound is $2e^{-15.12}=5.4\times10^{-7}$. The Matsubara sum would need about $2.0\times10^7$ poles. The pivots are at least $0.0582\times0.6077=0.035$ eV.

Since $\delta\rho=C\,\delta f\,C^T$, $|v^T\delta\rho\,v|\le\epsilon\,v^TS^{-1}v$, so each entry errs by at most $\epsilon/\lambda=1.6\times10^{-6}$; the largest deviation from diagonalization of the same model is $6.1\times10^{-8}$. Since $N_e=2\sum f(x)$ over levels, $|\delta N_e|\le2N\epsilon=4.5\times10^{-4}$; the result is $244.954296$ against $244.954300$. The band energy is $-288.90991$ eV against $-288.90993$ eV, a difference of about $2\times10^{-5}$ eV, of order $10^{-7}$ relative to $|E|$; these digits serve the comparison alone. The tolerance is per level, so at fixed $\epsilon$ the errors per site stay bounded and $P$ does not depend on $N$.

As a yardstick take $N^3$, the order of dense diagonalization with its constant left out. Here $\tfrac32PW=57\times25039=1.4\times10^6$ against $225^3=1.1\times10^7$, a factor of $8$ that the omitted constant and the complex arithmetic leave undecided. For $d=2,3$, with $mL^d$ orbitals,
$$\frac{(mL^d)^3}{\tfrac32PW}\gtrsim\frac{(L/r)^3}{\tfrac32Pa_d},$$
in which $m$ cancels: the gain is set by the system length in units of the coupling range. At $P=38$ the denominators are $57\times19.76=1126$ and $57\times6.97=397$, so the right side passes unity near $L/r\approx10$ and $7$. For $m=r=1$ the upper bounds on $W$ give $\tfrac32PW\le1.2\times10^{12}$ at $L=1023$, $d=2$, and $\le1.6\times10^{15}$ at $L=127$, $d=3$, at least $9.9\times10^5$ and $5.4\times10^3$ times below $N^3$. For a chain of $1.05\times10^6$ sites $\tfrac32PW=2.4\times10^8$; there $F\approx W/2$ is not negligible and raises the multiply-add count by half, to $3.6\times10^8$. In $d=1$ nested dissection is not the cheaper order: lexicographic numbering has $c_j=1$ up to the last site, $W=F=N-1$, and $\tfrac32P(W+F)=1.2\times10^8$ for the same chain. In $d=3$ the factor holds up to $2.8\times10^9$ complex entries, about 44 GB at 16 bytes each. All counts are for one given $\mu$; a search that repeats the inversions at every trial $\mu$ multiplies them by the number of trials. The figures used are listed in the numerical output below.

## Computed results

```
W/L^3 limit d=2: 415/21 = 19.7619; W/L^6 limit d=3: 6.9697
F/(L^2 log2 L) limit d=2: 31/4; F/L^4 limit d=3: 12.7500
interior-box W per level / n^3: d=2 371/12; root level 23/12
elimination: d L N F W(mult-adds) lower/W upper/W W/limit local-exponent
1 1023 1023 2026 4.0340e+03 1.0000 1.0000 0.9858 nan
1 8191 8191 16356 3.2688e+04 1.0000 1.0000 0.9977 1.0057
1 65535 65535 131038 2.6205e+05 1.0000 1.0000 0.9996 1.0009
2 63 3969 81447 3.4106e+06 0.9582 1.0290 0.6902 nan
2 127 16129 439431 3.2367e+07 0.9754 1.0185 0.7996 1.6049
2 255 65025 2234759 2.8691e+08 0.9856 1.0115 0.8756 1.5651
2 511 261121 10900487 2.4396e+09 0.9916 1.0069 0.9252 1.5397
3 7 343 8618 3.1722e+05 0.8533 1.1277 0.3869 nan
3 15 3375 289530 4.7708e+07 0.9284 1.0715 0.6009 2.1926
3 31 29791 7127962 4.7319e+09 0.9636 1.0374 0.7650 2.1108
3 63 250047 147376602 3.7935e+11 0.9814 1.0193 0.8705 2.0608
lexicographic d=2 L=255: W/L^4 = 0.9948, W_lex/W_ND = 14.66
diagonal couplings, W ratio to nearest-neighbour: L=63 1.164, L=255 1.062
m=3 orbitals, L=63: W ratio = 27.436, m^3 = 27
numeric d=1 N=63: bonds 62, F 114, min|pivot| 0.062 >= 0.045, max err 1.2e-14
numeric d=2 N=225: bonds 420, F 2047, min|pivot| 0.064 >= 0.040, max err 4.4e-14
numeric d=3 N=343: bonds 882, F 8618, min|pivot| 0.094 >= 0.036, max err 4.7e-14
poles, eps=1e-06: beta*dE rate rate_asym P_measured P_bound P_asym err/q
1e+02 1.01812 1.01817 30 30 28.5 1.52
1e+03 0.69025 0.69025 42 44 42.0 1.63
1e+04 0.52210 0.52210 56 56 55.6 1.62
1e+05 0.41982 0.41982 70 70 69.1 1.61
1e+06 0.35105 0.35105 82 84 82.7 1.63
poles per decade of beta*dE: measured 13.20, law 13.54
Matsubara truncation beta*dE=100, P=100000: err 5.0661e-05, law 5.0661e-05
example 15x15: t=1.0 eV, overlap=0.1, disorder=+-0.5 eV, mu=0.2 eV, T=300 K, dE=10.0 eV
kT = 0.02585 eV, beta*dE = 386.82, spectrum -2.842 to 6.561 eV
nearest level to mu 0.0151 eV, lambda_min(S) = 0.6077
k = 0.98389, K = 3.1250, K' = 1.5836, rate = 0.7960
Q = 19, P = 38, error bound 5.40e-07, min|Im z| = 0.0582 eV
Matsubara poles for the same eps: 1.96e+07
N = 225, F = 2047, W = 25039 mult-adds per pole
electrons: poles 244.954296, diagonalization 244.954300
band energy: poles -288.90991 eV, diagonalization -288.90993 eV; max |d rho| 6.1e-08
large d=1 N=1048575: W<=4.194e+06, F<=2.097e+06, 1.5PW=2.391e+08 mult-adds, N^3/that=4.82e+09
large d=2 N=1046529: W<=2.031e+10, F<=5.208e+07, 1.5PW=1.158e+12 mult-adds, N^3/that=9.90e+05
large d=3 N=2048383: W<=2.751e+13, F<=2.777e+09, 1.5PW=1.568e+15 mult-adds, N^3/that=5.48e+03
```
